# Current-induced sublattice fields in an antiferromagnet with combined inversion and time reversal: a program that tests the result

```python
"""
Current-induced fields in an antiferromagnet with combined inversion and
time-reversal (PT) symmetry.

Result under test: the part of the site spin response that is odd in the
relaxation rate (dissipative) is opposite on sublattices A and B; the part
that is even in the rate (reactive) is equal on A and B.

Model: H(k) = e0 + f tau_x + lam tau_z (sigma_y sin kx - sigma_x sin ky)
              + J (P_A sigma.m_A + P_B sigma.m_B),  m_A = n, m_B = -n
tau: sublattice, sigma: spin, k in units of 1/a, energies in eV.
Gamma = hbar/(relaxation time).  Carriers have charge -e, field E along x.
Spin responses are Pauli-matrix averages per cell, divided by e*E*a.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import root
from scipy.special import expit

T_INTER, T_INTRA, LAM, J_EX = 0.25, 0.10, 0.10, 0.50
MU, KT, GAMMA = -0.60, 0.025, 0.05

I2 = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1, -1]).astype(complex)
PAULI = [SX, SY, SZ]
PROJ_A, PROJ_B = (I2 + SZ) / 2, (I2 - SZ) / 2
SPIN_A = [np.kron(PROJ_A, s) for s in PAULI]
SPIN_B = [np.kron(PROJ_B, s) for s in PAULI]
X_AXIS, Y_AXIS = np.array([1.0, 0, 0]), np.array([0, 1.0, 0])


def combine(terms):
    return sum(np.asarray(c)[..., None, None] * m for c, m in terms)


def hamiltonian(kx, ky, m_a, m_b, lam=LAM, stagger=0.0):
    e0 = -2 * T_INTRA * (np.cos(kx) + np.cos(ky))
    f = -4 * T_INTER * np.cos(kx / 2) * np.cos(ky / 2)
    h = combine([(e0, np.eye(4)), (f, np.kron(SX, I2)),
                 (lam * np.sin(kx), np.kron(SZ, SY)),
                 (-lam * np.sin(ky), np.kron(SZ, SX))])
    local = sum(m_a[i] * SPIN_A[i] + m_b[i] * SPIN_B[i] for i in range(3))
    return h + J_EX * local + stagger * np.kron(SZ, I2)


def slope_x(kx, ky, lam=LAM):
    return combine([(2 * T_INTRA * np.sin(kx), np.eye(4)),
                    (2 * T_INTER * np.sin(kx / 2) * np.cos(ky / 2),
                     np.kron(SX, I2)),
                    (lam * np.cos(kx), np.kron(SZ, SY))])


def slope_y(kx, ky, lam=LAM):
    return combine([(2 * T_INTRA * np.sin(ky), np.eye(4)),
                    (2 * T_INTER * np.cos(kx / 2) * np.sin(ky / 2),
                     np.kron(SX, I2)),
                    (-lam * np.cos(ky), np.kron(SZ, SX))])


def dagger(m):
    return np.conj(np.swapaxes(m, -1, -2))


def fermi(e):
    return expit(-(e - MU) / KT)


def equilibrium(h):
    e, v = np.linalg.eigh(h)
    return (v * fermi(e)[..., None, :]) @ dagger(v)


def response(h, dh, gamma):
    """Dissipative and reactive density matrices per unit e*E*a."""
    e, v = np.linalg.eigh(h)
    occ = fermi(e)
    gap = e[..., :, None] - e[..., None, :]
    docc = occ[..., :, None] - occ[..., None, :]
    mean = (occ[..., :, None] + occ[..., None, :]) / 2
    same = np.abs(gap) < 1e-6
    ratio = np.where(same, -mean * (1 - mean) / KT,
                     docc / np.where(same, 1.0, gap))
    drive = ratio * (dagger(v) @ dh @ v) / (gamma**2 + gap**2)
    return (v @ (gamma * drive) @ dagger(v),
            v @ (-1j * gap * drive) @ dagger(v))


def averages(rho, ops):
    return np.array([np.mean(np.einsum('...ij,ji->...', rho, o)).real
                     for o in ops])


def grid(n):
    k = -np.pi + 2 * np.pi * (np.arange(n) + 0.5) / n
    kx, ky = np.meshgrid(k, k, indexing='ij')
    return kx.ravel(), ky.ravel()


def zone_response(n_vec, gamma=GAMMA, lam=LAM, stagger=0.0, n=160):
    kx, ky = grid(n)
    h = hamiltonian(kx, ky, n_vec, -n_vec, lam, stagger)
    rd, rr = response(h, slope_x(kx, ky, lam), gamma)
    return (averages(rd, SPIN_A), averages(rd, SPIN_B),
            averages(rr, SPIN_A), averages(rr, SPIN_B))


def relative(a, b):
    return np.linalg.norm(a - b) / np.linalg.norm(b)


# --- analytic momentum slopes against finite differences
rng = np.random.default_rng(7)
kx_s, ky_s = rng.uniform(-3, 3, 4), rng.uniform(-3, 3, 4)
step = 1e-5
fd_x = (hamiltonian(kx_s + step, ky_s, X_AXIS, -X_AXIS)
        - hamiltonian(kx_s - step, ky_s, X_AXIS, -X_AXIS)) / (2 * step)
fd_y = (hamiltonian(kx_s, ky_s + step, X_AXIS, -X_AXIS)
        - hamiltonian(kx_s, ky_s - step, X_AXIS, -X_AXIS)) / (2 * step)
assert np.allclose(fd_x, slope_x(kx_s, ky_s), atol=1e-8)
assert np.allclose(fd_y, slope_y(kx_s, ky_s), atol=1e-8)

# --- kinetic solution against explicit evolution with a moving momentum
gamma_t, dt, n_steps, force = 0.3, 0.02, 3000, 2e-5
n_gen = np.array([0.6, 0.48, 0.64])
sign = np.repeat([1.0, -1.0], 4)
kx2, ky2 = np.tile(kx_s, 2), np.tile(ky_s, 2)
rho = equilibrium(hamiltonian(kx2 + sign * force * n_steps * dt, ky2,
                              n_gen, -n_gen))
for i in range(n_steps):
    left = (n_steps - i - 0.5) * dt
    e, v = np.linalg.eigh(hamiltonian(kx2 + sign * force * left, ky2,
                                      n_gen, -n_gen))
    rho_eq = (v * fermi(e)[:, None, :]) @ dagger(v)
    u = (v * np.exp(-1j * e * dt)[:, None, :]) @ dagger(v)
    rho = rho_eq + np.exp(-gamma_t * dt) * (u @ (rho - rho_eq) @ dagger(u))
evolved = (rho[:4] - rho[4:]) / (2 * force)
rd, rr = response(hamiltonian(kx_s, ky_s, n_gen, -n_gen),
                  slope_x(kx_s, ky_s), gamma_t)
err_time = relative(evolved, rd + rr)
assert err_time < 2e-3  # finite step and finite force

# --- sublattice theorem on random PT-symmetric eight-band Hamiltonians
pt = np.kron(np.kron(SX, 1j * SY), I2)


def random_pt():
    m = rng.normal(size=(20, 8, 8)) + 1j * rng.normal(size=(20, 8, 8))
    m = (m + dagger(m)) / 4
    return (m + pt @ m.conj() @ pt.conj().T) / 2


h_r, dh_r = random_pt(), random_pt()
rd, rr = response(h_r, dh_r, 0.2)
err_theorem, size_theorem = 0.0, 0.0
for s in PAULI:
    op_a, op_b = (np.kron(np.kron(p, s), I2) for p in (PROJ_A, PROJ_B))
    da, db, ra, rb = (np.einsum('nij,ji->n', r, o).real for r, o in
                      ((rd, op_a), (rd, op_b), (rr, op_a), (rr, op_b)))
    err_theorem = max(err_theorem, abs(da + db).max(), abs(ra - rb).max())
    size_theorem = max(size_theorem, min(abs(da).max(), abs(ra).max()))
assert err_theorem < 1e-8 and size_theorem > 1e-3
reactive_current = np.einsum('nij,nji->n', rr, random_pt()).real
assert abs(reactive_current).max() < 1e-8

# --- zone sums for the example, order along x
da, db, ra, rb = zone_response(X_AXIS)
assert np.allclose(da, -db, atol=1e-9) and np.allclose(ra, rb, atol=1e-9)
assert abs(da[0]) + abs(da[2]) < 1e-8 and abs(ra[0]) + abs(ra[1]) < 1e-8
fine = zone_response(X_AXIS, n=200)
err_grid = max(relative(da, fine[0]), relative(ra, fine[2]))
assert err_grid < 1e-4

# --- reversal of the order: dissipative part even, reactive part odd
rev = zone_response(-X_AXIS)
assert np.allclose(rev[0], da, atol=1e-8)
assert np.allclose(rev[2], -ra, atol=1e-8)


# --- closed forms against diagonalization
def closed_forms(n_vec, gamma, n=160):
    kx, ky = grid(n)
    zero = np.zeros_like(kx)
    f = -4 * T_INTER * np.cos(kx / 2) * np.cos(ky / 2)
    df = 2 * T_INTER * np.sin(kx / 2) * np.cos(ky / 2)
    u = J_EX * n_vec[:, None] + LAM * np.array([-np.sin(ky), np.sin(kx), zero])
    du = LAM * np.array([zero, np.cos(kx), zero])
    delta = np.sqrt(f**2 + (u**2).sum(0))
    ddelta = (f * df + (u * du).sum(0)) / delta
    e0 = -2 * T_INTRA * (np.cos(kx) + np.cos(ky))
    diff = fermi(e0 - delta) - fermi(e0 + delta)
    dunit = du / delta - u * ddelta / delta**2
    denom = gamma**2 + 4 * delta**2
    dis = (diff * 4 * delta**2 / (gamma * denom) * dunit).mean(1)
    rea = (-2 * diff / (delta * denom) * np.cross(u, du, axis=0)).mean(1)
    return dis, rea, delta, e0


err_closed = 0.0
for n_vec, g in ((X_AXIS, GAMMA), (n_gen, 0.3)):
    brute = zone_response(n_vec, g)
    dis, rea, delta, e0 = closed_forms(n_vec, g)
    err_closed = max(err_closed, relative(dis, brute[0]),
                     relative(rea, brute[2]))
assert err_closed < 1e-4
kx, ky = grid(160)
levels = np.linalg.eigvalsh(hamiltonian(kx, ky, n_gen, -n_gen))
assert np.allclose(levels, np.stack([e0 - delta, e0 - delta,
                                     e0 + delta, e0 + delta], 1))

# --- dependence on the relaxation rate
half = zone_response(X_AXIS, GAMMA / 2)
ratio_d, ratio_r = half[0][1] / da[1], half[2][2] / ra[2]
assert abs(ratio_d - 2) < 0.02 and abs(ratio_r - 1) < 0.02

# --- controls: broken PT, and no local asymmetry
broken = zone_response(X_AXIS, stagger=0.2)
assert abs(broken[0][1] + broken[1][1]) > 0.02 * abs(broken[0][1])
symmetric_site = zone_response(X_AXIS, lam=0.0)
assert max(np.abs(q).max() for q in symmetric_site) < 1e-9

# --- exchange field from the derivative of the grand potential
kx, ky = grid(60)
tilt = np.array([0.5, -0.3, 0.7])


def grand_potential(m_a):
    e = np.linalg.eigvalsh(hamiltonian(kx, ky, m_a, -n_gen))
    return -KT * np.logaddexp(0, -(e - MU) / KT).sum(1).mean()


slope = (grand_potential(n_gen + 1e-4 * tilt)
         - grand_potential(n_gen - 1e-4 * tilt)) / 2e-4
spin_eq = averages(equilibrium(hamiltonian(kx, ky, n_gen, -n_gen)), SPIN_A)
assert abs(slope - J_EX * spin_eq @ tilt) < 1e-6

# --- physical numbers in Gaussian units
statc_per_c = 10 * const.c
e_esu = const.e * statc_per_c
erg_per_ev = const.e * 1e7
hbar_erg = const.hbar * 1e7
mu_b = const.value('Bohr magneton') * 1e3
a_cm, d_cm, e_field, moment_mub = 4e-8, 6e-8, 3.0, 4.0
eea = e_esu * e_field * a_cm / erg_per_ev
moment = moment_mub * mu_b


def field_gauss(spin_per_eea):
    return -J_EX * erg_per_ev * spin_per_eea * eea / moment


b_a, b_b = field_gauss(da[1]), field_gauss(db[1])
u_a, u_b = field_gauss(ra[2]), field_gauss(rb[2])
b_other = field_gauss(zone_response(Y_AXIS)[0][1])

kx, ky = grid(160)
vx, vy = slope_x(kx, ky), slope_y(kx, ky)
rd, rr = response(hamiltonian(kx, ky, X_AXIS, -X_AXIS), vx, GAMMA)
drift = np.einsum('nij,nji->n', rd, vx).real.mean()
assert abs(np.einsum('nij,nji->n', rr, vy).real).max() < 1e-8
assert abs(np.einsum('nij,nji->n', rr, vx).real).max() < 1e-8
j_stat = -e_esu * drift * eea * erg_per_ev / (hbar_erg * a_cm * d_cm)
j_amp = j_stat / statc_per_c
assert j_stat > 0
filling = fermi(np.linalg.eigvalsh(
    hamiltonian(kx, ky, X_AXIS, -X_AXIS))).sum(1).mean()

# --- torque balance: staggered field rotates, uniform field only cants
K_AN, X_EXCH = 2e-4, 0.05
w = moment * b_a / erg_per_ev


def torque(angles, w_a, w_b):
    m = [np.array([np.cos(t), np.sin(t)]) for t in angles]
    out = []
    for i, wi in enumerate((w_a, w_b)):
        eff = -X_EXCH * m[1 - i] + np.array([K_AN * m[i][0], wi])
        out.append((m[i][0] * eff[1] - m[i][1] * eff[0]) / K_AN)
    return out


sol_s = root(torque, [0.0, np.pi], args=(w, -w), tol=1e-12).x
sol_u = root(torque, [0.0, np.pi], args=(w, w), tol=1e-12).x


def neel_angle(sol):
    return np.arctan2(np.sin(sol[0]) - np.sin(sol[1]),
                      np.cos(sol[0]) - np.cos(sol[1]))


assert abs(np.sin(neel_angle(sol_s)) - w / K_AN) < 1e-7
assert abs(neel_angle(sol_u)) < 1e-7
assert abs(np.sin(sol_u[0]) - w / (2 * X_EXCH + K_AN)) < 1e-8

print(f"intersublattice hopping = {T_INTER:.2f} eV")
print(f"same-sublattice hopping = {T_INTRA:.2f} eV")
print(f"local spin-orbit strength lambda = {LAM:.2f} eV")
print(f"exchange coupling J = {J_EX:.2f} eV")
print(f"chemical potential = {MU:.2f} eV, kT = {KT:.3f} eV")
print(f"Gamma = {GAMMA:.3f} eV")
print(f"relaxation time = {const.hbar/(GAMMA*const.e)*1e15:.2f} fs")
print(f"lattice constant a = {a_cm:.1e} cm, layer spacing = {d_cm:.1e} cm")
print(f"sublattice moment = {moment_mub:.1f} Bohr magnetons")
print(f"electric field = {e_field:.2f} statvolt/cm")
print(f"e*E*a = {eea:.4e} eV")
print(f"electrons per cell = {filling:.4f}")
print(f"dissipative spin A, y, per eEa = {da[1]:.5f} 1/eV")
print(f"dissipative spin B, y, per eEa = {db[1]:.5f} 1/eV")
print(f"reactive spin A, z, per eEa = {ra[2]:.5f} 1/eV")
print(f"reactive spin B, z, per eEa = {rb[2]:.5f} 1/eV")
print(f"dissipative Pauli average on A, y = {da[1]*eea:.4e} (no unit)")
print(f"staggered field on A, y = {b_a:.3f} G = {b_a*1e-4:.4e} T")
print(f"staggered field on B, y = {b_b:.3f} G")
print(f"uniform field on A, z = {u_a:.4f} G")
print(f"uniform field on B, z = {u_b:.4f} G")
print(f"field on A, y, for order along y = {b_other:.3f} G")
print(f"current density = {j_stat:.4e} statA/cm^2 = {j_amp:.4e} A/cm^2")
print(f"staggered field per 1e7 A/cm^2 = {b_a/j_amp*1e7:.3f} G")
print(f"halved Gamma: dissipative ratio = {ratio_d:.4f}")
print(f"halved Gamma: reactive ratio = {ratio_r:.4f}")
print(f"broken PT (0.2 eV): spin A, y = {broken[0][1]:.5f} 1/eV")
print(f"broken PT (0.2 eV): spin B, y = {broken[1][1]:.5f} 1/eV")
print(f"anisotropy K = {K_AN:.1e} eV, exchange X = {X_EXCH:.2f} eV")
print(f"moment times staggered field = {w:.4e} eV")
print(f"Neel-axis rotation, staggered = {np.degrees(neel_angle(sol_s)):.4f} deg")
print(f"canting, equal uniform field = {np.degrees(sol_u[0]):.5f} deg")
print(f"time-evolution relative deviation = {err_time:.1e}")
print(f"random-Hamiltonian theorem deviation = {err_theorem:.1e} 1/eV")
print(f"closed-form relative deviation = {err_closed:.1e}")
print(f"grid relative deviation = {err_grid:.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
intersublattice hopping = 0.25 eV
same-sublattice hopping = 0.10 eV
local spin-orbit strength lambda = 0.10 eV
exchange coupling J = 0.50 eV
chemical potential = -0.60 eV, kT = 0.025 eV
Gamma = 0.050 eV
relaxation time = 13.16 fs
lattice constant a = 4.0e-08 cm, layer spacing = 6.0e-08 cm
sublattice moment = 4.0 Bohr magnetons
electric field = 3.00 statvolt/cm
e*E*a = 3.5975e-05 eV
electrons per cell = 1.0201
dissipative spin A, y, per eEa = 0.61625 1/eV
dissipative spin B, y, per eEa = -0.61625 1/eV
reactive spin A, z, per eEa = -0.00597 1/eV
reactive spin B, z, per eEa = -0.00597 1/eV
dissipative Pauli average on A, y = 2.2170e-05 (no unit)
staggered field on A, y = -478.754 G = -4.7875e-02 T
staggered field on B, y = 478.754 G
uniform field on A, z = 4.6415 G
uniform field on B, z = 4.6415 G
field on A, y, for order along y = -330.937 G
current density = 3.6349e+16 statA/cm^2 = 1.2125e+07 A/cm^2
staggered field per 1e7 A/cm^2 = -394.853 G
halved Gamma: dissipative ratio = 2.0013
halved Gamma: reactive ratio = 1.0006
broken PT (0.2 eV): spin A, y = 0.57390 1/eV
broken PT (0.2 eV): spin B, y = -0.47089 1/eV
anisotropy K = 2.0e-04 eV, exchange X = 0.05 eV
moment times staggered field = -1.1085e-05 eV
Neel-axis rotation, staggered = -3.1772 deg
canting, equal uniform field = -0.00634 deg
time-evolution relative deviation = 2.1e-05
random-Hamiltonian theorem deviation = 1.1e-13 1/eV
closed-form relative deviation = 1.5e-13
grid relative deviation = 5.3e-14
ALL CHECKS PASSED
```
